# Largest energy transfer from a 100 keV boron ion to silicon

## Problem

A boron-11 ion enters silicon with a kinetic energy of $E_0=100$ keV and collides with a silicon-28 atom. Show that one elastic collision can give the silicon atom at most about 81 keV, and that the head-on collision reaches this value. Find also what the ion does after the head-on collision, and how much the transfer falls when the collision is not head-on.

The following assumptions define the collision.

- The silicon atom is initially at rest and free. Its thermal motion and the forces from its neighbours are neglected.
- The collision is elastic: the total kinetic energy is the same before and after. None is spent on exciting electrons or nuclei.
- "Before" and "after" refer to times when the two particles are so far apart that their interaction energy is negligible.
- The motion is non-relativistic.
- The force between the particles is repulsive, acts along the line joining them, and is strong enough at short distance to stop and reverse the relative motion in a head-on approach, so that the ion cannot pass through the target.

Let $m_1$ be the mass of the ion and $m_2$ that of the target. They are taken as the mass numbers, 11 and 28, times the atomic mass constant. The ion arrives with velocity $\mathbf v_0$ and momentum $\mathbf p=m_1\mathbf v_0$, so that

$$E_0=\frac{p^2}{2m_1}.$$

The target leaves with momentum $\mathbf q$ and kinetic energy $T=q^2/(2m_2)$. The angle between $\mathbf q$ and $\mathbf p$ is the recoil angle $\phi$.

## First estimate by scaling

The target can gain energy only by gaining momentum, and the only momentum available is that of the ion. The natural scale for the momentum transfer in a violent collision is therefore $q\sim p$, which gives

$$T\sim\frac{p^2}{2m_2}=\frac{m_1}{m_2}\,\frac{p^2}{2m_1}=\frac{m_1}{m_2}E_0=\frac{11}{28}\times100\ \text{keV}\approx 39\ \text{keV}.$$

This fixes the order of magnitude: tens of keV. Energy conservation tells on which side of the estimate the head-on value lies. If all the motion is along one line and the target takes momentum $q$, the ion keeps $p-q$, and the total kinetic energy afterwards is

$$K(q)=\frac{(p-q)^2}{2m_1}+\frac{q^2}{2m_2}.$$

At $q=0$ this equals $E_0$, as it must when nothing has happened. At $q=p$, where the ion would stand still, it is only 39 keV, and 61 keV would be missing. Now $K(q)$ is a parabola that opens upward. It starts at $E_0$ for $q=0$ and is below $E_0$ at $q=p$, so it returns to $E_0$ at some $q$ larger than $p$. The target thus takes more than the whole initial momentum, and the ion must move backwards to balance it.

Could the ion come back with its full speed, as a ball does from a wall? Then $q=2p$, and the target energy would be

$$\frac{(2p)^2}{2m_2}=4\,\frac{m_1}{m_2}E_0\approx157\ \text{keV},$$

which exceeds the energy supplied. A silicon atom is not heavy enough to act as a wall for boron. The estimate therefore leaves the range

$$39\ \text{keV}<T<100\ \text{keV}$$

for the head-on collision. A definite number requires both conservation laws in full.

## Exact solution

### Momentum and energy

Only the forces between the two particles act, so total momentum is conserved. The ion leaves with momentum $\mathbf p-\mathbf q$. Conservation of kinetic energy then reads

$$\frac{p^2}{2m_1}=\frac{|\mathbf p-\mathbf q|^2}{2m_1}+\frac{q^2}{2m_2}.$$

The square is expanded with the scalar product $\mathbf p\cdot\mathbf q=pq\cos\phi$:

$$|\mathbf p-\mathbf q|^2=p^2-2pq\cos\phi+q^2.$$

After insertion, the term $p^2/(2m_1)$ stands on both sides and cancels. What remains is

$$0=-\frac{pq\cos\phi}{m_1}+\frac{q^2}{2}\left(\frac1{m_1}+\frac1{m_2}\right).$$

One root is $q=0$, which means that nothing was transferred. For $q\neq0$ we may divide by $q$. With

$$\frac1{m_1}+\frac1{m_2}=\frac{m_1+m_2}{m_1m_2},$$

this gives

$$\frac q2\,\frac{m_1+m_2}{m_1m_2}=\frac{p\cos\phi}{m_1}
\quad\Longrightarrow\quad
q=\frac{2m_2}{m_1+m_2}\,p\cos\phi .$$

The magnitude $q$ is positive, so $\cos\phi$ must be positive too: a target that was at rest recoils into the forward half-space.

The recoil energy follows by squaring and using $p^2=2m_1E_0$:

$$T=\frac{q^2}{2m_2}
=\frac{1}{2m_2}\,\frac{4m_2^2}{(m_1+m_2)^2}\,2m_1E_0\cos^2\phi
=\frac{4m_1m_2}{(m_1+m_2)^2}\,E_0\cos^2\phi .$$

The law of force does not appear. It decides which recoil angle results from a given approach. Once the angle is known, the conservation laws alone fix the energy.

### The maximum and the head-on collision

Since $\cos^2\phi\le1$, no elastic collision can transfer more than

$$T_{\max}=\frac{4m_1m_2}{(m_1+m_2)^2}\,E_0,$$

and this value requires $\phi=0$.

It remains to show that $\phi=0$ means a head-on collision. Let the ion approach along the $x$ direction on a line that would pass the target at a distance $b$, the impact parameter. Head-on means $b=0$. All forces then lie along the $x$ axis, the target recoils along it, and $\phi=0$. Because the repulsion reverses the relative motion, the root $q=0$ is excluded, and the transfer is $T_{\max}$.

If $b>0$, the ion starts on the upper side of the target, with relative height $y=b$. The repulsion pushes the ion up and the target down as long as $y>0$. This makes $y$ grow, so $y$ stays positive throughout. The target is pushed downward during the whole collision and leaves with a downward component of momentum. Hence $\phi>0$ and $T<T_{\max}$.

### Numbers

The atomic mass constant occurs twice in the numerator and twice in the denominator, and cancels:

$$\frac{4m_1m_2}{(m_1+m_2)^2}=\frac{4\times11\times28}{(11+28)^2}=\frac{1232}{1521}=0.810 .$$

Therefore

$$T_{\max}=0.810\times100\ \text{keV}=81.0\ \text{keV}=1.30\times10^{-14}\ \text{J},$$

which is the result to be shown.

### What the ion does

For $\phi=0$ the recoil speed is $v_2=q/m_2$, and the ion velocity along the initial direction is $v_1=(p-q)/m_1$. With $p=m_1v_0$,

$$v_2=\frac{2m_1}{m_1+m_2}v_0,\qquad
v_1=\left(1-\frac{2m_2}{m_1+m_2}\right)v_0=\frac{m_1-m_2}{m_1+m_2}v_0 .$$

The initial speed is

$$v_0=\sqrt{\frac{2E_0}{m_1}}=1.3245\times10^{6}\ \text{m/s},$$

and so

$$v_2=\frac{22}{39}v_0=7.471\times10^{5}\ \text{m/s},\qquad
v_1=-\frac{17}{39}v_0=-5.773\times10^{5}\ \text{m/s}.$$

The negative sign shows that the boron ion rebounds, as the estimate required. It keeps the energy

$$\frac{m_1v_1^2}{2}=\left(\frac{17}{39}\right)^2E_0=\frac{289}{1521}\times100\ \text{keV}=19.0\ \text{keV}.$$

The two final energies add up to $81.0+19.0=100$ keV. This holds for any masses, because $(m_1-m_2)^2+4m_1m_2=(m_1+m_2)^2$.

### The same bound from the centre of mass

A second argument shows where the factor 2 in $v_2$ comes from. The centre of mass moves with the constant velocity

$$\mathbf V=\frac{m_1\mathbf v_0}{m_1+m_2}.$$

Seen from it, the target first approaches with velocity $-\mathbf V$, that is, with speed $V$. In this frame the two particles have opposite momenta of equal magnitude $P$, and their total kinetic energy is $P^2/(2m_1)+P^2/(2m_2)$. An elastic collision conserves this energy, hence also $P$, and hence the speed of each particle. The target leaves with speed $V$ in some new direction.

Back in the laboratory, its velocity is the sum of $\mathbf V$ and a vector of the same length $V$. Such a sum is at most $2V$ long, and it reaches $2V$ when both vectors point the same way. Thus $v_2\le 2V=2m_1v_0/(m_1+m_2)$, in agreement with the result above.

## Comparison of estimate and exact result

The estimate was $(m_1/m_2)E_0$. The exact head-on value exceeds it by the factor

$$\frac{T_{\max}}{(m_1/m_2)E_0}=\left(\frac{2m_2}{m_1+m_2}\right)^2=\left(\frac{56}{39}\right)^2=2.06 ,$$

and $39.3\ \text{keV}\times2.06=81.0$ keV. The factor is the square of $q/p$. The estimate set $q/p=1$, whereas the actual value is $56/39=1.44$: the target receives the initial momentum of the ion plus a further 44 %, which the rebounding ion balances.

The quality of the estimate depends on the mass ratio.

**Heavy target, $m_2\gg m_1$.** Here $q\to2p$ and $T_{\max}\to4(m_1/m_2)E_0$. The ion rebounds with nearly its full speed and the target takes little energy. The scaling with $m_1/m_2$ is right, and the estimate is too small by a factor of 4. For boron on silicon this limiting formula gives 157 keV, too large by the factor $(39/28)^2=1.94$, since $m_1/m_2=0.39$ is not small.

**Equal masses.** Here $q=p$, and the estimate is correct. The ion stops and the target takes all the energy. This is the best case for energy transfer, because the fraction can be written as

$$\frac{4m_1m_2}{(m_1+m_2)^2}=1-\left(\frac{m_1-m_2}{m_1+m_2}\right)^2,$$

which is 1 for equal masses and smaller otherwise.

**Light target, $m_2\ll m_1$.** The estimate fails. It exceeds $E_0$ as soon as $m_1>m_2$, because a light target cannot take up the momentum of a heavy ion. The target leaves with nearly $2v_0$, and $T_{\max}\to4(m_2/m_1)E_0$, which is again small.

The exact fraction does not change when $m_1$ and $m_2$ are exchanged. A 100 keV silicon-28 ion could therefore give a boron-11 atom at rest the same 81 keV. The estimate lacks this symmetry, since it takes the momentum scale from the ion alone.

## Collisions that are not head-on

How quickly the transfer falls with the impact parameter does depend on the force. As a model, take the screened Coulomb repulsion

$$U(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0 r}\,e^{-r/a},\qquad Z_1=5,\quad Z_2=14,\quad a=20\ \text{pm},$$

where $a$ is a round model value for the screening length. Newton's equations for both particles, integrated numerically, give the following recoil angles and energies.

| $b$ (pm) | $\phi$ (degrees) | $T$ (keV) |
|---|---|---|
| 0.0 | 0.00 | 81.0 |
| 0.5 | 36.46 | 52.4 |
| 1.0 | 55.98 | 25.4 |
| 2.0 | 71.51 | 8.1 |
| 5.0 | 82.73 | 1.3 |

These runs test the formula, because the integration uses the forces and not the conservation laws. For $b=0.5$ pm, for example, the formula gives

$$81.0\ \text{keV}\times\cos^2(36.46^\circ)=81.0\ \text{keV}\times0.647=52.4\ \text{keV},$$

as in the table. All five runs agree with it to within one part in a million of $E_0$. A head-on run with the screening factor replaced by $e^{-(r/a)^2}$ gives 81.0 keV again, as it should if the maximum does not depend on the details of the repulsion.

In this model a miss of 1 pm already lowers the transfer to less than a third of the maximum. The entries for $b>0$ depend on the model. The universal (ZBL) screened potential, with screening length 14.3 pm for this pair, gives 51.5, 24.3, 7.5 and 1.1 keV at $b=0.5$, 1, 2 and 5 pm, up to about 1 keV below the table, and the transfer at 1 pm is again below a third of the maximum. Large transfers are therefore rare. Suppose that ions arrive spread evenly over a disc of radius 5 pm around the target, and that $T$ falls steadily between the tabulated points. The ions that transfer more than 52.4 keV are then those with $b<0.5$ pm, a fraction $(0.5/5)^2=1\,\%$. The radius of 5 pm is only the end of the table. In crystalline silicon, with number density $N=8/(543\ \text{pm})^3$, the area $N^{-2/3}$ per atom corresponds to a disc of radius about 150 pm, and the same fraction is then about $10^{-5}$. The value of 81 keV is an upper limit for one collision and not a typical loss.

## How far the assumptions can be trusted

**Masses.** The masses of these two atoms differ from their mass numbers times the atomic mass constant by less than 0.1 %. The transferred fraction depends only on the ratio $\rho=m_1/m_2$, being $4\rho/(1+\rho)^2$. The relative change of the fraction is the change of its logarithm:

$$\frac{d\ln[4\rho/(1+\rho)^2]}{d\ln\rho}=1-\frac{2\rho}{1+\rho}=\frac{1-\rho}{1+\rho}=\frac{17}{39}=0.44 .$$

Errors of 0.1 % in opposite senses change $\rho$ by 0.2 %, and hence $T_{\max}$ by 0.09 %, or 0.07 keV. Direct evaluation gives 80.93 and 81.07 keV for the two cases. The statement "about 81 keV" is unaffected.

**Relativity.** Solving the relativistic conservation laws numerically for the head-on collision raises the transfer by 0.075 eV, about one part in a million. The ion moves at less than half a percent of the speed of light, so a small correction is expected.

**Inelastic loss.** Suppose that an energy $Q>0$ goes into exciting the electrons. The energy balance for the head-on case becomes

$$\frac{q^2}{2}\,\frac{m_1+m_2}{m_1m_2}-\frac{pq}{m_1}+Q=0 .$$

This is a quadratic equation for $q$. Its larger root, which goes over into the elastic result for $Q\to0$, is

$$q=\frac{m_2\,p}{m_1+m_2}\left[1+\sqrt{1-\frac{Q}{E_{\rm rel}}}\,\right],\qquad
E_{\rm rel}=\frac{m_2}{m_1+m_2}E_0=\frac{28}{39}\times100\ \text{keV}\approx72\ \text{keV}.$$

The square root is less than 1, so $q$ and $T$ are smaller than in the elastic case. For a recoil at an angle $\phi$, the balance contains $p\cos\phi$ in place of $p$, which makes the larger root smaller still. Excitation therefore does not break the bound. For $Q\ll E_{\rm rel}$ the bracket is $2-Q/(2E_{\rm rel})$, and squaring gives

$$T\approx T_{\max}\left(1-\frac{Q}{2E_{\rm rel}}\right)=T_{\max}-\frac{2m_1}{m_1+m_2}\,Q .$$

Each keV of excitation costs the recoiling atom about $22/39=0.56$ keV, and the rebounding ion bears the rest. The quantity $E_{\rm rel}$ is the kinetic energy of the relative motion. It is the most that can be converted into excitation, since the centre of mass must keep moving.

**Target motion and binding.** If the target already moves along the ion's direction with velocity $u$, the elastic collision reverses its velocity relative to the centre of mass. Its final velocity is then

$$2\,\frac{m_1v_0+m_2u}{m_1+m_2}-u=\frac{2m_1v_0+(m_2-m_1)u}{m_1+m_2}.$$

To first order in $u$ the recoil energy changes by the fraction $(m_2-m_1)u/(m_1v_0)=(17/11)\,u/v_0$. It rises slightly above $T_{\max}$ for $u>0$ and falls for $u<0$. The root-mean-square thermal speed of a silicon atom at room temperature is 500 to 600 m/s, against $v_0=1.3\times10^6$ m/s, so the typical shift is 6 to 7 parts in ten thousand. It reaches one part in a thousand near $u=900$ m/s. The binding of the atom to its site is of the order of tens of eV at most, also far below 81 keV. The assumption of a free target would fail for slow ions, whose energy is comparable with the binding energy. The free two-body collision is then no longer a good description.

The main numerical results are listed in the check output below.

## Computed values

```
Mass numbers of ion and target: 11, 28
Atomic numbers of ion and target: 5, 14
Ion mass m1 = 1.8266e-26 kg
Target mass m2 = 4.6495e-26 kg
Initial ion energy E0 = 100.0 keV
Initial ion speed v0 = 1.3245e+06 m/s
Numerator 4*A1*A2 = 1232
Denominator (A1+A2)^2 = 1521
Largest transferred fraction = 0.80999
Largest transferred energy = 80.999 keV
Largest transferred energy = 1.2978e-14 J
Ion energy left after head-on collision = 19.001 keV
Ion velocity after, formula = -5.7734e+05 m/s
Ion velocity after, trajectory = -5.7734e+05 m/s
Target velocity after, formula = 7.4715e+05 m/s
Target velocity after, trajectory = 7.4715e+05 m/s
Screening length of model repulsion = 20.0 pm
Trajectories: impact parameter, recoil angle, transferred energy
  b = 0.0 pm, phi = 0.00 deg, T = 80.999 keV
  b = 0.5 pm, phi = 36.46 deg, T = 52.401 keV
  b = 1.0 pm, phi = 55.98 deg, T = 25.353 keV
  b = 2.0 pm, phi = 71.51 deg, T = 8.146 keV
  b = 5.0 pm, phi = 82.73 deg, T = 1.297 keV
Head-on transfer, other screening function = 80.999 keV
Relativistic change of largest transfer = 0.075 eV
Transfer, m1 -0.1 % and m2 +0.1 % = 80.929 keV
Transfer, m1 +0.1 % and m2 -0.1 % = 81.070 keV
```
